# Second-Harmonic Intensity of Two Monolayers Twisted by Twenty Degrees: verification in Python

```python
"""Second harmonic (SH) of two twisted, identical D3h monolayers.

Result under test: total SH intensity / monolayer intensity = 2 + 2 cos(3 delta),
which is 3 at twist delta = 20 degrees from parallel alignment.
Assumptions: normal incidence, equal optical phases, no absorption, and no
change of either layer's second-order response by the other layer.
Symbols: chi = second-order tensor with chi_xxx = 1; x = armchair axis;
eps = linear relative permittivity; n = substrate index; k = vacuum wavenumber.
Fields use E(t) = E exp(-i omega t) + complex conjugate. Lengths are in metres.
"""
import numpy as np
from scipy.constants import c, epsilon_0, h, e, k as boltzmann


def rotation(angle):
    co, si = np.cos(angle), np.sin(angle)
    return np.array([[co, -si, 0], [si, co, 0], [0, 0, 1.0]])


# Average over the twelve D3h operations to find the allowed tensor.
projector = np.zeros((27, 27))
for turn in range(3):
    for mirror_y in (1, -1):
        for mirror_z in (1, -1):
            g = rotation(2*np.pi*turn/3) @ np.diag([1, mirror_y, mirror_z])
            projector += np.kron(g, np.kron(g, g))/12
independent_elements = np.linalg.matrix_rank(projector, tol=1e-10)
assert independent_elements == 1
chi = (projector[:, 0]/projector[0, 0]).reshape(3, 3, 3)
trial = np.array([0.7, -0.4, 0.0])
expected = [trial[0]**2-trial[1]**2, -2*trial[0]*trial[1], 0]
assert np.allclose(np.einsum('ijk,j,k', chi, trial, trial), expected)


def twisted(angle):
    R = rotation(angle)
    return np.einsum('ia,jb,kc,abc->ijk', R, R, R, chi)


def source(tensor, pump):
    return np.einsum('ijk,j,k->i', tensor, pump, pump)


def power(vector):
    return float(np.vdot(vector, vector).real)


def linear_pump(angle):
    return np.array([np.cos(angle), np.sin(angle), 0.0])


delta = np.deg2rad(20)
pump_x = linear_pump(0)
layer1, layer2 = chi, twisted(delta)
p1, p2 = source(layer1, pump_x), source(layer2, pump_x)
total = p1 + p2
ratio = power(total)/power(p1)
assert np.isclose(ratio, 3)

# Direction law, twist law and arbitrary complex pump polarisation.
for theta in np.linspace(0, 1.2, 9):
    for a in np.linspace(-0.8, 0.9, 8):
        vector = source(twisted(theta), linear_pump(a))
        direction = 3*theta-2*a
        assert np.allclose(vector, [np.cos(direction), np.sin(direction), 0])
    combined = p1 + source(twisted(theta), pump_x)
    assert np.isclose(power(combined), 2+2*np.cos(3*theta))
rng = np.random.default_rng(7)
for _ in range(30):
    pump = np.append(rng.normal(size=2)+1j*rng.normal(size=2), 0)
    first, second = source(layer1, pump), source(layer2, pump)
    assert np.isclose(power(first+second)/power(first), 3)
antiparallel_ratio = power(source(twisted(np.pi/3), pump_x)+p2)
assert np.isclose(antiparallel_ratio, 1)

# Analyser parallel to the pump, scanned over one intensity period.
angles_deg = np.linspace(-20, 40, 601)
mono_scan, bi_scan = [], []
for a in np.deg2rad(angles_deg):
    pump = linear_pump(a)
    first, second = source(layer1, pump), source(layer2, pump)
    mono_scan.append(np.dot(pump, first)**2)
    bi_scan.append(np.dot(pump, first+second)**2)
peak_ratio = max(bi_scan)/max(mono_scan)
peak_angle = angles_deg[np.argmax(bi_scan)]
fixed_ratio = np.dot(pump_x, total)**2/np.dot(pump_x, p1)**2
assert np.isclose(peak_ratio, 3) and np.isclose(peak_angle, 10)
assert np.isclose(fixed_ratio, 9/4)

# Rough MoS2 and fused-silica parameters, and chosen operating conditions.
wavelength = 1560e-9
spacing = 0.65e-9
eps_pump, eps_sh = 16.0, 19.0
n_pump, n_sh = 1.444, 1.454
chi2_bulk = 20e-12
pump_intensity = 1e14
exciton_ev = 1.85
temperature = 300.0
k1 = 2*np.pi/wavelength
k2 = 2*k1
omega = c*k1


def sheet_response(k, eps, n, positions):
    """Incident field plus self-consistent linear response of all sheets."""
    z = np.asarray(positions)
    r = (1-n)/(1+n)
    green = np.exp(1j*k*abs(z[:, None]-z[None, :]))
    green = green + r*np.exp(1j*k*(z[:, None]+z[None, :]))
    drive = np.exp(-1j*k*z)+r*np.exp(1j*k*z)
    coupling = 0.5j*k*(eps-1)*spacing*green
    return drive, np.linalg.inv(np.eye(len(z))-coupling)


def emitted(tensors, pump, eps1=eps_pump, eps2=eps_sh, n1=n_pump, n2=n_sh):
    """Backward SH field per unit second-order sheet susceptibility."""
    z = (np.arange(len(tensors))+0.5)*spacing
    drive1, dress1 = sheet_response(k1, eps1, n1, z)
    drive2, dress2 = sheet_response(k2, eps2, n2, z)
    local = dress1 @ drive1
    sources = np.array([f*f*source(t, pump) for f, t in zip(local, tensors)])
    return 0.5j*k2*(drive2 @ (dress2 @ sources))


def stack_ratio(pump, **optical):
    both = emitted([layer1, layer2], pump, **optical)
    single = emitted([layer1], pump, **optical)
    return power(both)/power(single)


# Check sheet reflection against an exact finite slab on the substrate.
for k, eps, n in ((k1, eps_pump, n_pump), (k2, eps_sh, n_sh),
                  (k2, eps_sh+10j, n_sh)):
    drive, dress = sheet_response(k, eps, n, [spacing/2])
    bare = (1-n)/(1+n)
    sheet_r = bare+0.5j*k*(eps-1)*spacing*(drive @ (dress @ drive))
    index = np.sqrt(eps+0j)
    top, bottom = (1-index)/(1+index), (index-n)/(index+n)
    trip = np.exp(2j*k*index*spacing)
    slab_r = (top+bottom*trip)/(1+top*bottom*trip)*np.exp(-2j*k*spacing)
    # The sheet omits small field variation across the slab.
    assert abs(sheet_r-slab_r) < 0.02*abs(slab_r-bare)

# Pure path phase: remove linear sheet response and substrate reflection.
circular = [np.array([1, s*1j, 0])/np.sqrt(2) for s in (1, -1)]
air_phase = 8*np.pi*spacing/wavelength
free = dict(eps1=1.0, eps2=1.0, n1=1.0, n2=1.0)
assert np.isclose(stack_ratio(pump_x, **free),
                  2+2*np.cos(3*delta)*np.cos(air_phase), atol=1e-10)
free_circular = sorted(stack_ratio(p, **free) for p in circular)
phase_law = sorted(2+2*np.cos(3*delta+s*air_phase) for s in (1, -1))
assert np.allclose(free_circular, phase_law, atol=1e-10)

# Complete transparent stack, then a contrasting absorbing stack.
full_linear = stack_ratio(pump_x)
full_circular = [stack_ratio(p) for p in circular]
absorbing = stack_ratio(pump_x, eps2=eps_sh+10j)
half_absorbing = stack_ratio(pump_x, eps2=eps_sh+5j)
assert abs(full_linear-3) < 0.03
assert absorbing < full_linear-0.05
# Nearly doubled loss for doubled absorption shows first-order dependence.
loss_scaling = (full_linear-absorbing)/(full_linear-half_absorbing)
assert 1.8 < loss_scaling < 2.1
substrate_phase = 4*np.pi*spacing*(n_pump+n_sh)/wavelength
circular_split = abs(full_circular[0]-full_circular[1])
assert np.isclose(circular_split, 4*np.sin(3*delta)*substrate_phase, rtol=0.05)

# Absolute intensity: interface formula against the emitted sheet field.
chi2_sheet = chi2_bulk*spacing
mono_intensity = omega**2*chi2_sheet**2*pump_intensity**2/(2*epsilon_0*c**3)
mono_intensity *= (2/(1+n_pump))**4*(2/(1+n_sh))**2
field_squared = pump_intensity/(2*epsilon_0*c)


def absolute_intensity(field):
    return 2*epsilon_0*c*power(chi2_sheet*field_squared*field)


unscreened = absolute_intensity(emitted([layer1], pump_x, eps1=1, eps2=1))
screened = absolute_intensity(emitted([layer1], pump_x))
assert np.isclose(unscreened, mono_intensity, rtol=1e-3)
assert np.isclose(screened, mono_intensity, rtol=0.01)
bi_intensity = ratio*mono_intensity

# Sensitivities and operating limits.
step = np.deg2rad(0.01)
plus = power(p1+source(twisted(delta+step), pump_x))
minus = power(p1+source(twisted(delta-step), pump_x))
slope_degree = (plus-minus)/0.02
assert np.isclose(slope_degree, -6*np.sin(3*delta)*np.pi/180, rtol=1e-5)
one_weaker = power(p1+0.95*p2)
both_weaker = power(0.95*total)
pump_ev = h*c/(wavelength*e)
sh_ev = 2*pump_ev
assert sh_ev < exciton_ev
detuning_kt = (exciton_ev-sh_ev)*e/(boltzmann*temperature)
peak_field = 2*np.sqrt(field_squared)
conversion = bi_intensity/pump_intensity


def show(label, value, unit='', digits=5):
    print(f'{label}: {value:.{digits}g} {unit}'.rstrip())


show('Twist from parallel', np.rad2deg(delta), 'deg')
show('Independent tensor elements', independent_elements)
show('Angle between SH vectors', np.rad2deg(np.arccos(p1@p2)), 'deg')
show('Summed SH x component / mono', total[0])
show('Summed SH y component / mono', total[1])
show('Summed SH amplitude / mono', np.sqrt(power(total)))
show('Bilayer/mono total intensity', ratio)
show('Ratio, 20 deg from antiparallel', antiparallel_ratio)
show('Peak parallel-analysed ratio', peak_ratio)
show('Peak pump angle', peak_angle, 'deg')
show('Parallel-analysed ratio at pump 0 deg', fixed_ratio)
show('Pump wavelength', wavelength*1e9, 'nm')
show('SH wavelength', wavelength*5e8, 'nm')
show('Pump photon energy', pump_ev, 'eV', 4)
show('SH photon energy', sh_ev, 'eV', 4)
show('Rough exciton energy', exciton_ev, 'eV')
show('Temperature', temperature, 'K')
show('Exciton detuning / thermal energy', detuning_kt, '', 3)
show('Layer spacing', spacing*1e9, 'nm')
show('Rough permittivity at pump', eps_pump)
show('Rough permittivity at SH', eps_sh)
show('Silica index at pump', n_pump)
show('Silica index at SH', n_sh)
show('Rough bulk-equivalent chi2', chi2_bulk*1e12, 'pm/V')
show('Sheet chi2', chi2_sheet, 'm2/V', 3)
show('Peak pump intensity', pump_intensity/1e13, 'GW/cm2')
show('Peak pump field in air, incident wave', peak_field/1e8, 'MV/cm', 3)
show('Monolayer SH intensity', mono_intensity/1e4, 'W/cm2', 3)
show('Bilayer SH intensity', bi_intensity/1e4, 'W/cm2', 3)
show('Bilayer SH / pump intensity', conversion, '', 3)
show('Path phase in air', air_phase, 'rad', 3)
show('Path phase with substrate', substrate_phase, 'rad', 3)
show('Full transparent ratio, linear pump', full_linear)
show('Full ratio, circular pump (1,+i)', full_circular[0])
show('Full ratio, circular pump (1,-i)', full_circular[1])
show('Contrast imaginary permittivity at SH', 10.0)
show('Absorbing ratio, linear pump', absorbing)
show('Loss ratio when absorption doubles', loss_scaling, '', 3)
show('Ratio change per degree of twist', slope_degree, '1/deg', 3)
show('Ratio if one response is 5% weaker', one_weaker)
show('Ratio if both responses are 5% weaker', both_weaker)
print('ALL CHECKS PASSED')
```

Output:

```
Twist from parallel: 20 deg
Independent tensor elements: 1
Angle between SH vectors: 60 deg
Summed SH x component / mono: 1.5
Summed SH y component / mono: 0.86603
Summed SH amplitude / mono: 1.7321
Bilayer/mono total intensity: 3
Ratio, 20 deg from antiparallel: 1
Peak parallel-analysed ratio: 3
Peak pump angle: 10 deg
Parallel-analysed ratio at pump 0 deg: 2.25
Pump wavelength: 1560 nm
SH wavelength: 780 nm
Pump photon energy: 0.7948 eV
SH photon energy: 1.59 eV
Rough exciton energy: 1.85 eV
Temperature: 300 K
Exciton detuning / thermal energy: 10.1
Layer spacing: 0.65 nm
Rough permittivity at pump: 16
Rough permittivity at SH: 19
Silica index at pump: 1.444
Silica index at SH: 1.454
Rough bulk-equivalent chi2: 20 pm/V
Sheet chi2: 1.3e-20 m2/V
Peak pump intensity: 10 GW/cm2
Peak pump field in air, incident wave: 2.74 MV/cm
Monolayer SH intensity: 0.154 W/cm2
Bilayer SH intensity: 0.461 W/cm2
Bilayer SH / pump intensity: 4.61e-11
Path phase in air: 0.0105 rad
Path phase with substrate: 0.0152 rad
Full transparent ratio, linear pump: 2.9813
Full ratio, circular pump (1,+i): 3.0074
Full ratio, circular pump (1,-i): 2.9551
Contrast imaginary permittivity at SH: 10
Absorbing ratio, linear pump: 2.8617
Loss ratio when absorption doubles: 1.95
Ratio change per degree of twist: -0.0907 1/deg
Ratio if one response is 5% weaker: 2.8525
Ratio if both responses are 5% weaker: 2.7075
ALL CHECKS PASSED
```
